\section*{Why electron-electron collisions need not give a T-squared resistivity}

\section{A resistivity curve and its tempting reading}

A clean metal is cooled until phonons hardly matter, and its resistivity follows $\rho_0+AT^2$. Two electrons near a Fermi surface collide at a rate proportional to $T^2$. It is natural to join the two facts: each collision scatters electrons, scattering is resistance, so electron-electron collisions should add a $T^2$ term in every metal.

The first half of the argument is sound. Take a three-dimensional Fermi liquid and Hartree atomic units, with $\hbar=k_B=1$, electron mass 1 and charge magnitude 1. Let $f$ be the Fermi function. A collision moves energy $\omega$ from one electron to another. The identity
\[
f(\varepsilon)[1-f(\varepsilon+\omega)]
=\frac{f(\varepsilon)-f(\varepsilon+\omega)}{1-e^{-\omega/T}}
\]
follows from $f/(1-f)=e^{-(\varepsilon-\mu)/T}$. Since the numerator integrates to $\omega$,
\begin{equation}
K(\omega)\equiv\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+\omega)]
=\frac{\omega}{1-e^{-\omega/T}} .
\label{K}
\end{equation}
The other electron contributes $K(-\omega)$. With $(1-e^{-x})(1-e^{x})=-4\sinh^2(x/2)$ and $\omega=2Ty$, the energy phase space is
\begin{equation}
\int d\omega\,K(\omega)K(-\omega)
=\int\frac{\omega^2\,d\omega}{4\sinh^2(\omega/2T)}
=2T^3\int_{-\infty}^{\infty}\frac{y^2dy}{\sinh^2y}
=\frac{2\pi^2}{3}T^3 .
\label{phase}
\end{equation}
The last integral uses $1/\sinh^2y=4\sum_{n\ge1} n e^{-2ny}$ for $y>0$: each half-line gives $\sum n^{-2}=\pi^2/6$. The number of thermally active electrons is proportional to $T$, so the rate per active electron goes as $T^2$.

The second half fails. Resistance measures the loss of total current, and a collision may redistribute momentum without changing that total.

\section{What one collision does to the current}

For an interaction $V(\mathbf x_i-\mathbf x_j)$,
\[
[\mathbf p_i+\mathbf p_j,V]=-i(\nabla_i+\nabla_j)V=0,
\]
because the two gradients are opposite. Total momentum $\mathbf P$ is conserved. If all carriers have charge $q$ and mass $m$, the current is $\mathbf J=q\mathbf P/m$, so it is conserved too.

Unequal masses break this proportionality. Let a particle of mass 1 and velocity 1.5 rebound in one dimension from a resting particle of mass 3. Elastic kinematics gives
\[
v_1'=\frac{1-3}{1+3}(1.5)=-0.75,\qquad
v_2'=\frac{2}{1+3}(1.5)=0.75 .
\]
Momentum is still $-0.75+3(0.75)=1.5$, but $v_1+v_2$ has fallen from 1.5 to zero. A wave-packet calculation gives 0.0001 for the final sum. With equal masses it leaves the sum at 1.5000, although the first particle hands over nearly all its momentum.

\section{The transport equation}

Write the distribution as $f+w\phi$, with $w=-\partial f/\partial\varepsilon=f(1-f)/T$. Let $E$ be a field along $x$, $j=qv_x$ the current of one state, and $\gamma$ its impurity relaxation rate. The steady linearized Boltzmann equation is
\begin{equation}
L\phi\equiv w\gamma\phi+C\phi=wjE,
\qquad \sigma=\langle j|w\phi\rangle/E .
\label{boltz}
\end{equation}
Brackets denote a sum over states and spin per unit volume.

To find $C$, note that to first order $f/(1-f)$ is multiplied by $1+\phi/T$. If $R$ is the equilibrium rate of $1+2\to3+4$, equal to that of its reverse, the net rate is $R(\phi_1+\phi_2-\phi_3-\phi_4)/T$. It empties states 1 and 2 and fills 3 and 4. Multiplying these changes by $\phi$ and summing gives
\begin{equation}
\langle\phi|C\phi\rangle=\sum_{\rm coll}\frac{R}{T}
(\phi_1+\phi_2-\phi_3-\phi_4)^2\ge0 ,
\label{square}
\end{equation}
with each collision and its reverse counted as one pair. Thus $L$ is symmetric and positive. For any trial $\chi$, the Cauchy--Schwarz inequality gives
\[
E^2\langle\chi|wj\rangle^2=\langle\chi|L\phi\rangle^2
\le\langle\chi|L\chi\rangle\langle\phi|L\phi\rangle
=\langle\chi|L\chi\rangle\,\sigma E^2 ,
\]
and therefore
\begin{equation}
\rho\le\frac{\langle\chi|L\chi\rangle}{\langle\chi|wj\rangle^2}.
\label{bound}
\end{equation}

A normal collision has $\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4$, so (\ref{square}) gives $Ck_x=0$. In a parabolic band $j=qk_x/m$. If $\gamma$ is constant, $\phi=qk_xE/(m\gamma)$ solves (\ref{boltz}) whatever the strength of $C$. Integration by parts gives $\langle v_x|wv_x\rangle=\langle k_x/m|-\partial f/\partial k_x\rangle=n/m$, hence
\begin{equation}
\rho=\frac{m\gamma}{nq^2}.
\label{drude}
\end{equation}
There is no electron-electron term. On a small momentum grid the current relaxation rate stays at the impurity rate, to the eight decimals printed, even when the mean electron-electron rate is 100 times larger.

\subsection*{When the impurity rate depends on energy}

Collisions now have an indirect effect. Write $\tau=1/\gamma$ and average with weight $wv_x^2$. Without collisions $\phi=\tau jE$, so $\rho=m/(nq^2\langle\tau\rangle)$. Very frequent normal collisions force a common drift, $\phi=uk_x$. Multiplying (\ref{boltz}) by $k_x$ and summing removes $C$:
\begin{equation}
u\langle k_x|w\gamma k_x\rangle=E\langle k_x|wj\rangle,
\qquad
\rho=\frac{\langle k_x|w\gamma k_x\rangle}{\langle k_x|wj\rangle^2}.
\label{locked}
\end{equation}
For the parabolic band the numerator is $nm\langle1/\tau\rangle$ and the denominator $(nq)^2$, so $\rho=m\langle1/\tau\rangle/(nq^2)$. The ratio of the two limits is $\langle\tau\rangle\langle1/\tau\rangle$. For small variations of $\ln\tau$ its excess over one is the variance of $\ln\tau$. At low temperature $\ln\tau$ is linear in energy across the thermal layer, whose energy variance is $\pi^2T^2/3$:
\begin{equation}
\langle\tau\rangle\langle1/\tau\rangle-1\simeq
\frac{\pi^2}{3}\left(T\frac{d\ln\tau}{d\varepsilon}\right)^2 .
\end{equation}
This gap between the limits also grows as $T^2$, but it only sets how far normal collisions can raise the impurity resistance. For $\tau\propto\varepsilon^{-1/2}$ and $T/E_F=0.01$ it is $8.2\times10^{-5}$ of the resistivity.

\section{A lattice band and umklapp}

In a non-parabolic band $j$ is not proportional to $k_x$, and normal collisions can change the current. They still cannot produce a dc resistivity alone if $\langle k_x|wj\rangle\ne0$. Put $\chi=k_x$ in (\ref{bound}): $C$ drops out, and the bound is the resistivity in (\ref{locked}), which vanishes with $\gamma$. The part of the current tied to momentum survives every collision, and the field keeps accelerating it.

Umklapp collisions satisfy $\mathbf k_1+\mathbf k_2-\mathbf k_3-\mathbf k_4=\mathbf G$, with $\mathbf G$ a nonzero reciprocal-lattice vector. The lattice takes up the difference, and $k_x$ is no longer conserved if $G_x\ne0$. On a circular or spherical Fermi surface of radius $k_F$, the left side is at most $4k_F$ long, so low-temperature umklapp needs $4k_F\ge G$, and a $T^2$ rate needs $4k_F>G$. Exactly at $4k_F=G$ the angular phase space closes, and for a sphere the umklapp weight falls as $T^4$. For smaller surfaces some participants must lie a finite energy away from the surface, and their thermal factors make the process exponentially rare.

When umklapp with $G_x\ne0$ is allowed above this threshold, in three dimensions and with a finite matrix element, (\ref{square}) contains the phase space (\ref{phase}) divided by $T$. At low temperature, with energies measured in units of $T$, the operator $C$ therefore scales as $T^2$, and so does the impurity-free resistivity.

A grid model of a cosine band separates the two processes. With the impurity rate at $10^{-6}$ of the mean electron-electron rate, normal collisions alone give a current relaxation rate of 1.31 times the impurity rate. With umklapp it is 0.68 times the mean electron-electron rate, and it barely changes as the impurity rate is lowered. These ratios belong to that small grid, with its broadened energy conservation; the contrast between them expresses the conservation law.

\section{Two bands and Baber scattering}

Let two parabolic bands have densities $n_i$, masses $m_i$, charges $q_i$ and constant impurity rates $\gamma_i$. A hole band is described by positive-mass carriers of positive charge. Collisions keep each carrier in its band. Define
\[
a_i=n_im_i\gamma_i,\qquad Q_i=n_iq_i .
\]
Here $a_i$ is impurity friction and $Q_i$ charge density. If the bands drift at $v_1$ and $v_2$, interband collisions exert a drag force density $-\eta(v_1-v_2)$ on band 1 and the opposite force on band 2. Force balance reads
\begin{align}
(a_1+\eta)v_1-\eta v_2&=Q_1E,\\
-\eta v_1+(a_2+\eta)v_2&=Q_2E .
\end{align}
The determinant is $\Delta=(a_1+\eta)(a_2+\eta)-\eta^2=a_1a_2+\eta(a_1+a_2)$, and
\[
v_1=\frac{Q_1(a_2+\eta)+Q_2\eta}{\Delta}E,\qquad
v_2=\frac{Q_2(a_1+\eta)+Q_1\eta}{\Delta}E .
\]
Forming $J=Q_1v_1+Q_2v_2$ and collecting the terms in $\eta$ into a square gives
\begin{equation}
\rho=\frac{a_1a_2+\eta(a_1+a_2)}
{Q_1^2a_2+Q_2^2a_1+\eta(Q_1+Q_2)^2}.
\label{two}
\end{equation}

Differentiating at $\eta=0$ leaves the numerator
$(a_1+a_2)(Q_1^2a_2+Q_2^2a_1)-a_1a_2(Q_1+Q_2)^2$. Its terms $a_1a_2(Q_1^2+Q_2^2)$ cancel, and the rest is a square:
\begin{equation}
\left.\frac{d\rho}{d\eta}\right|_0=
\frac{(Q_1a_2-Q_2a_1)^2}{(Q_1^2a_2+Q_2^2a_1)^2}.
\label{slope}
\end{equation}
For $\eta\propto T^2$ this is Baber's $T^2$ term. It vanishes when $Q_1/a_1=Q_2/a_2$, that is, when the signed mobilities $q_i/(m_i\gamma_i)$ agree. Both bands then drift together and there is no relative motion to damp.

If $Q_1+Q_2\ne0$, strong drag gives $\rho\to(a_1+a_2)/(Q_1+Q_2)^2$. The $T^2$ growth ends because the bands are locked together and impurities must absorb the momentum. Without impurities this resistivity is zero.

A compensated metal is different. With $Q_2=-Q_1$,
\begin{equation}
\rho=\frac{a_1a_2}{Q_1^2(a_1+a_2)}+\frac{\eta}{Q_1^2}.
\label{comp}
\end{equation}
The second term needs no momentum sink. The field pushes the two bands with opposite forces, so the net force is zero; friction between the counterflowing bands can balance it. A sink is thus required when the field exerts a net force on the carriers, that is, when $Q_1+Q_2\ne0$.

How good is the drift picture? A drift $v_i$ corresponds to $\chi=k_xv_i$ in each band, a trial function in (\ref{bound}), so (\ref{two}) is an upper bound for given $\eta$. It is correct to first order in collisions, because with constant $\gamma_i$ the collisionless solution is itself such a drift. Against the full Boltzmann solution on a two-dimensional $9\times9$ grid, with masses 1 and 2, the true resistivity was at least 0.999 of the formula for like charges. For the nearly impurity-free compensated case it was 0.988. These ratios belong to that grid; for other bands and temperatures the formula may lie further above the true resistivity.

\section{The size of the drag}

The coefficient follows from the golden rule. For a band at rest, define
\[
S_i(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}
f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})
\delta(\omega-\varepsilon_{\mathbf k+\mathbf q}+\varepsilon_{\mathbf k}).
\]
A drift $\mathbf v_i$ shifts all momenta by $m_i\mathbf v_i$ and adds $\mathbf q\cdot\mathbf v_i$ to the energy gained with momentum $\mathbf q$. With $\mathbf u=\mathbf v_1-\mathbf v_2$ and $\Omega=\omega+\mathbf q\cdot\mathbf u$, the force density on band 1 is
\[
\mathbf F=\int\!\frac{d^3q}{(2\pi)^3}\,\mathbf q\,2\pi|U_q|^2
\int d\omega\,S_1(\omega)S_2(-\Omega).
\]
Average this with the same expression after $\mathbf q\to-\mathbf q$, $\omega\to-\omega$. The product $S_1(\omega)S_2(-\Omega)$ becomes
$\frac12[S_1(\omega)S_2(-\Omega)-S_1(-\omega)S_2(\Omega)]$. Detailed balance, $S_i(-\omega)=e^{-\omega/T}S_i(\omega)$, turns the bracket into
\[
S_1(\omega)S_2(\Omega)\left(e^{-\Omega/T}-e^{-\omega/T}\right)
\simeq-\frac{\mathbf q\cdot\mathbf u}{T}S_1(\omega)S_2(-\omega)
\]
to first order in $\mathbf u$. The angular average of $\mathbf q(\mathbf q\cdot\mathbf u)$ is $q^2\mathbf u/3$, so $\mathbf F=-\eta\mathbf u$ with
\begin{equation}
\eta=\frac1{6T}\int\!\frac{d^3q}{(2\pi)^3}q^2\,2\pi|U_q|^2
\int d\omega\,S_1(\omega)S_2(-\omega).
\end{equation}

At low temperature, integrate over the component of $\mathbf k$ along $\mathbf q$ with the delta function, which gives $m_i/q$. The transverse area element is $2\pi m_i\,d\varepsilon$. For $q<2k_{F,i}$ the energy integral crosses the Fermi surface and equals $K$ of (\ref{K}):
\[
S_i=\frac{2}{8\pi^3}\frac{m_i}{q}\,2\pi m_iK(\omega)
=\frac{m_i^2}{2\pi^2q}K(\omega).
\]
Equation (\ref{phase}) then gives $\int S_1S_2\,d\omega=m_1^2m_2^2T^3/(6\pi^2q^2)$. With $d^3q=4\pi q^2dq$,
\begin{equation}
\eta=\frac{m_1^2m_2^2T^2}{36\pi^3}I,\qquad
I=\int_0^{2k_{\min}}q^2|U_q|^2dq ,
\label{eta}
\end{equation}
where $k_{\min}$ is the smaller Fermi wavenumber.

\section{One drag, two resistivities}

Take two spherical bands with $k_F=0.5$, masses 1 and 3, and impurity lifetime $5\times10^5$ atomic units (12 ps). Each density is $n=k_F^3/(3\pi^2)=0.004222$. The charges are first $(-1,-1)$, then $(-1,+1)$. Static Thomas--Fermi screening gives $U_q=\pm4\pi/(q^2+\kappa^2)$, with $\kappa^2=(4/\pi)k_F(m_1+m_2)$ and $\kappa=1.596$. The Born rate contains $|U_q|^2$, so in this approximation both cases have the same drag. We keep that common value in order to isolate the role of the charges. Since $q^2/(q^2+\kappa^2)^2$ is the derivative of $\arctan(q/\kappa)/(2\kappa)-q/[2(q^2+\kappa^2)]$,
\[
I=16\pi^2\left[\frac{\arctan(1/\kappa)}{2\kappa}
-\frac1{2(1+\kappa^2)}\right]=5.434,
\]
and $\eta/T^2=9(5.434)/(36\pi^3)=0.0438$.

At 100 K, $\eta=4.394\times10^{-9}$. The frictions are $a_1=8.443\times10^{-9}$ and $a_2=2.533\times10^{-8}$, with sum $s=3.377\times10^{-8}$. For like charges (\ref{two}) becomes
\[
\rho=\frac{a_1a_2+\eta s}{n^2(s+4\eta)}
=\frac{3.623\times10^{-16}}{(1.782\times10^{-5})(5.135\times10^{-8})}
=3.96\times10^{-4}.
\]
One atomic unit of resistivity is 21740 n$\Omega\,$cm, so this is 8.6 n$\Omega\,$cm. For opposite charges (\ref{comp}) adds $\eta/n^2=2.465\times10^{-4}$, or 5.4 n$\Omega\,$cm, to the residual 7.7, giving 13.1 n$\Omega\,$cm.

\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & like & power of rise & compensated\\
10 & 7.74 & 1.99 & 7.78\\
30 & 7.84 & 1.91 & 8.21\\
100 & 8.61 & 1.32 & 13.1\\
300 & 9.85 & 0.35 & 56
\end{tabular}
\end{center}
Resistivities are in n$\Omega\,$cm; the power is the local logarithmic slope of $\rho-\rho_0$.

For like charges, subtracting the residual value gives
\[
\rho-\rho_0=\frac{\eta(a_2-a_1)^2}{n^2s(s+4\eta)} .
\]
With $\eta\propto T^2$ the local power is $2/(1+4\eta/s)$. Half the total rise is reached at $4\eta=s$, near 139 K, and the limit is $4/3$ of the residual resistivity, or 10.3 n$\Omega\,$cm. From 10 to 300 K the drag grows 900-fold, yet the like-charge resistivity rises by 27\%. The compensated one rises by a factor of about seven. A single band of mass 1 with the same density and lifetime stays at 10.3 n$\Omega\,$cm throughout. It equals the like-charge limit because $(m_1+m_2)/4=1$ for these masses.

The model omits phonons, interband exchange and scattering beyond the Born approximation, so the values describe no particular metal. The coupling is not weak here: $r_s$ is 3.8 and 11.5 for the two bands, and twice the reduced mass divided by $\kappa$ is 0.94. With the exact two-body amplitude of the same screened potential, ignoring Pauli blocking, the drag is about 0.5 of the Born value for like charges and 2.9 times it for opposite charges, so the equal drag belongs to the Born approximation only. Replacing Thomas--Fermi by static Lindhard screening raises $I$ from 5.43 to 8.38. The two-band resistivities also rest on the drift picture, which makes them upper bounds for the given $\eta$. Solving the low-temperature Boltzmann equation for this model changes the like-charge values by less than 0.4\%. It lowers the compensated values to 12.8--12.9 at 100 K and 52--54 at 300 K, and the impurity-free compensated resistivity to 0.90--0.95 of the formula; the lower figures omit intraband collisions, the upper include their direct Born term. Within the model, the full finite-temperature integral for $\eta$ lies below (\ref{eta}) by 0.7\% at 100 K and 2.2\% at 300 K. The numerical output below gives the remaining digits.

A measured $T^2$ coefficient therefore does not reveal the electron-electron collision rate by itself. One must also know whether the field gives the carriers net momentum and, if it does, how they lose it.

\section*{Table of computed values}
\begin{verbatim}
TWO-PARTICLE COLLISION (atomic units)
masses 1,1: total momentum 1.5000 -> 1.5000, v1+v2 1.5000 -> 1.5000, p1 1.5000 -> 0.0015
masses 1,3: total momentum 1.5000 -> 1.5000, v1+v2 1.5000 -> 0.0001, p1 1.5000 -> -0.7499
ONE PARABOLIC BAND, impurity rate 1 (model units)
mean e-e rate 0: current relaxation rate 1.00000000
mean e-e rate 1: current relaxation rate 1.00000000
mean e-e rate 100: current relaxation rate 1.00000000
energy-dependent impurity rate: strong/weak e-e resistivity ratio 1.0122
3D, tau ~ energy^(-1/2), T/E_F = 0.01: ratio minus 1 = 8.219e-05, low-T formula 8.225e-05
LATTICE BAND: current relaxation rate / mean e-e rate
impurity rate 1e-02: normal only 1.3036e-02, with umklapp 6.8698e-01
impurity rate 1e-04: normal only 1.3108e-04, with umklapp 6.7661e-01
impurity rate 1e-06: normal only 1.3108e-06, with umklapp 6.7651e-01
normal-only limit, current rate / impurity rate: 1.3108
energy phase space / T^3: 6.579736, 2 pi^2/3 = 6.579736
TWO-BAND GRID: full Boltzmann / drift formula, impurity rate 1
like charges: 1.0000, 0.9999, 0.9998 at mean e-e rate 0.1, 1, 10
compensated: 1.0000, 0.9983, 0.9912 at mean e-e rate 0.1, 1, 10
equal mobilities: resistivity ratio, e-e rate 10 to 0: 1.00000000
impurity rate 1e-6: like/compensated resistivity 2.753e-06
impurity rate 1e-6: compensated full/drift formula 0.9879
INTERBAND DRAG (atomic units)
k_F 0.5, masses 1 and 3, density per band 0.004222
Fermi energies 0.12500, 0.04167; screening wavenumber 1.59577
screening integral 5.43433, eta/T^2 0.043816
T = 0.01: eta from force 3.27087e-06, from response 3.27086e-06
30 K: quadrature / low-T formula 0.99786
100 K: quadrature / low-T formula 0.99286
300 K: quadrature / low-T formula 0.97842
WORKED EXAMPLE, resistivity in nano-ohm cm
impurity lifetime 500000 a.u. = 12.094 ps; 1 a.u. of resistivity = 21739.85 nano-ohm cm
impurity friction a1 8.4434e-09, a2 2.5330e-08 a.u.
single band of mass 1, every T: 10.2991
two bands: residual 7.7243, like-charge saturation 10.2991, ratio 1.3333
half of the like-charge rise is reached at 138.62 K
10 K: eta 4.3942e-11 a.u., like 7.7376 (local power of rise 1.990), compensated 7.7779
30 K: eta 3.9548e-10 a.u., like 7.8395 (local power of rise 1.911), compensated 8.2067
100 K: eta 4.3942e-09 a.u., like 8.6056 (local power of rise 1.315), compensated 13.0842
300 K: eta 3.9548e-08 a.u., like 9.8461 (local power of rise 0.352), compensated 55.9637
\end{verbatim}
